# Why nucleation rates follow 1/η for discs and 1/η² for caps

**The decision: which axis to use**

A nucleation rate measured at a few overpotentials may be needed at another one, or may have to be turned into an edge or surface energy. Both uses require a choice: plot $\ln J$ against $1/\eta$ or against $1/\eta^2$. In the silver example below, monolayer discs have $\ln(J/kN_0)=-17.48$ at 10 mV and $-12.68$ at 14 mV. A line through these two points in $1/\eta$ predicts $-24.7$ at 7 mV, where the model gives $-24.55$. A line in $1/\eta^2$ predicts $-27.7$, a rate too small by a factor of about 20.

The barrier follows $1/\eta$ for a disc one atomic layer high on its own metal, and $1/\eta^2$ for a nucleus that grows in all three directions. The logarithm of the rate follows the same laws approximately, because its prefactor also varies with $\eta$.

**Where the powers come from**

Let $\eta>0$ be the magnitude of the overpotential and $z$ the ion charge number. Each deposited atom lowers the free energy by $\varphi=ze\eta$. Boundary costs energy. Edge and surface energies are taken as independent of nucleus size and potential.

For a nucleus of radius $R$ growing in $d$ directions, the gain is $g\varphi R^d$ and the boundary cost is $cR^{d-1}$, with $g$ and $c$ fixed by shape and material:

$$\Delta G=-g\varphi R^d+cR^{d-1}.$$

At the maximum the derivative vanishes:

$$d\,g\varphi R^{d-1}=(d-1)cR^{d-2}\quad\Rightarrow\quad R^*=\frac{(d-1)c}{d\,g\varphi}.$$

Multiplying the first equality by $R/d$ shows that the gain at $R^*$ is $(d-1)/d$ of the cost. The barrier is the remainder,

$$\Delta G^*=\frac{c\,(R^*)^{d-1}}{d}\propto\varphi^{-(d-1)}.$$

The critical radius scales as $1/\varphi$ in both cases. The rim of a disc is proportional to that radius, and the surface of a cap to its square. This is the origin of the two laws.

**Monolayer disc on its own metal**

Let $s$ be the area per atom and $\varepsilon$ the edge energy per length. The disc's top replaces an equal area of the same face, so only the rim costs energy:

$$\Delta G=-\frac{\pi R^2}{s}\varphi+2\pi R\varepsilon .$$

Setting the derivative $-2\pi R\varphi/s+2\pi\varepsilon$ to zero gives $R^*=s\varepsilon/\varphi$. Substitution gives

$$\Delta G^*=-\frac{\pi s\varepsilon^2}{\varphi}+\frac{2\pi s\varepsilon^2}{\varphi}=\frac{\pi s\varepsilon^2}{ze\eta}.$$

**Three-dimensional cap on a foreign electrode**

Let $v$ be the atomic volume, $\gamma$ the surface energy of the deposit, $\theta$ the contact angle and $q=\cos\theta$. A cap cut from a sphere of radius $R$ has volume

$$V=\pi R^3\int_0^\theta\sin^3t\,dt=\frac{\pi R^3}{3}(2-3q+q^3).$$

Its dome has area $2\pi R^2(1-q)$. Its base has area $\pi R^2(1-q^2)$, where the deposit–substrate interface replaces bare substrate. By Young's condition this replacement changes the energy per area by $-\gamma q$. The net surface cost is therefore

$$\pi R^2\gamma\,[2(1-q)-q(1-q^2)]=\pi R^2\gamma(2-3q+q^3).$$

The same bracket appears in both expressions. With $f=(2-3q+q^3)/4=(2+q)(1-q)^2/4$,

$$\Delta G=f\left[-\frac{4\pi R^3}{3v}\varphi+4\pi R^2\gamma\right].$$

The factor $f$ cancels from the condition $-4\pi R^2\varphi/v+8\pi R\gamma=0$, so $R^*=2\gamma v/\varphi$ whatever the angle. The barrier is one third of the surface cost:

$$\Delta G^*=\frac{4\pi f\gamma}{3}\left(\frac{2\gamma v}{\varphi}\right)^2=\frac{16\pi\gamma^3v^2f}{3(ze\eta)^2}.$$

**Freedom to thicken, not outline, sets the power**

Consider a flat round pill of height $h$ and side energy $\gamma$. Let $\Delta$ be the energy per area of its top and interface minus that of the bare substrate:

$$\Delta G=-\pi R^2\left(\frac{h\varphi}{v}-\Delta\right)+2\pi Rh\gamma.$$

At fixed $h$, the maximum over $R$ lies at $R^*=h\gamma/(h\varphi/v-\Delta)$ and equals

$$\Delta G^*(h)=\frac{\pi h^2\gamma^2}{h\varphi/v-\Delta}.$$

On its own metal $\Delta=0$, and this becomes $\pi hv\gamma^2/\varphi$. The thinnest pill has the lowest barrier, which is why a monolayer forms there, and the law is $1/\varphi$.

If $\Delta>0$ and the height is free, the easiest route minimizes $\Delta G^*(h)$. Its derivative vanishes when $2(h\varphi/v-\Delta)=h\varphi/v$, so $h=2v\Delta/\varphi$ and

$$\Delta G^*=\frac{4\pi\gamma^2v^2\Delta}{\varphi^2}.$$

The outline is still a circle, but the power is now two. For $\gamma=0.5$ and $\Delta=0.2$ J/m², raising $\varphi$ from 40 to 80 meV halves the height from 1.07 to 0.53 nm and cuts the barrier from 27.9 to 7.0 eV, a factor of four. Barriers this high would allow no nucleation at room temperature; the numbers only illustrate the power.

Real heights come in whole layers. For a monolayer on a foreign substrate, putting $\varepsilon=h\gamma$ and $s=v/h$ into $\Delta G^*(h)$ gives

$$\Delta G^*=\frac{\pi s\varepsilon^2}{\varphi-s\Delta}.$$

Such data are straight against $1/(\varphi-s\Delta)$, not $1/\eta$. Equating the one-layer and two-layer barriers gives $2\varphi/s-\Delta=4(\varphi/s-\Delta)$, or $\varphi=\tfrac32s\Delta$. Above this driving energy the monolayer is the easier route, so in this pill model one system can change law as $\eta$ rises.

**From barrier to rate**

Atoms join and leave a nucleus of $n$ atoms one at a time. Let the joining frequency be $w_n=k\,n^{(d-1)/d}e^{\beta\varphi/k_BT}$, where $k$ sets the frequency scale, the power of $n$ counts boundary sites and $\beta$ is the transfer factor. With $N_0$ sites per area, the equilibrium populations are $c_n^{\rm eq}=N_0e^{-\Delta G(n)/k_BT}$. Detailed balance fixes the leaving frequencies, so the net flux from $n$ to $n+1$ is

$$J=w_nc_n^{\rm eq}(X_n-X_{n+1}),\qquad X_n=c_n/c_n^{\rm eq}.$$

In the steady state $J$ is the same for every $n$. Dividing by $w_nc_n^{\rm eq}$ and summing from $X_1=1$ to $X=0$ at large size gives $1/J=\sum_n1/(w_nc_n^{\rm eq})$.

Replace the sum by an integral and put $u=n^{1/d}$. Then $n^{-(d-1)/d}\,dn=d\,du$, and

$$\frac{kN_0}{J}=d\,e^{-\beta\varphi/k_BT}\int e^{\Delta G(u)/k_BT}du,\qquad \Delta G=-\varphi u^d+bu^{d-1}.$$

Here $b$ is the boundary cost written per $n^{(d-1)/d}$. The integrand is concentrated near the maximum. There the second derivative of $\Delta G$ is $-2\varphi$ for $d=2$. For $d=3$ it is $-6\varphi u^*+2b=-2b$, since $u^*=2b/3\varphi$. The Gaussian integrals are $e^{\Delta G^*/k_BT}$ times $\sqrt{\pi k_BT/\varphi}$ and $\sqrt{\pi k_BT/b}$, so

$$\frac{J}{kN_0}=P\,e^{\beta\varphi/k_BT}e^{-\Delta G^*/k_BT},\quad P_{\rm disc}=\frac12\sqrt{\frac{\varphi}{\pi k_BT}},\quad P_{\rm cap}=\frac13\sqrt{\frac{b}{\pi k_BT}}.$$

Solving the discrete populations numerically reproduces these rates to about 0.002 % for the discs and about 0.6 % for the caps of the example.

The prefactor adds a little to the slopes. At fixed $k$ and $N_0$, differentiation gives

$$-\frac{d\ln J}{d(1/\eta)}=\frac{\pi s\varepsilon^2}{ze\,k_BT}+\frac{\eta}{2}+\frac{\beta ze\eta^2}{k_BT}\quad\text{(disc)},$$

$$-\frac{d\ln J}{d(1/\eta^2)}=\frac{16\pi\gamma^3v^2f}{3(ze)^2k_BT}+\frac{\beta ze\eta^3}{2k_BT}\quad\text{(cap)}.$$

**How large: silver at 298 K**

The rough inputs are a lattice constant of 0.409 nm, which gives $s=0.0836$ nm² on a (100) face and $v=0.0171$ nm³; $\varepsilon=2\times10^{-11}$ J/m $=0.1248$ eV/nm; $\gamma=0.5$ J/m² $=3.121$ eV/nm²; and $\theta=45°$, so $f=0.0581$. Also $z=1$, $\beta=0.5$ and $k_BT=25.69$ meV.

For a disc at 10 mV,

$$\Delta G^*=\frac{\pi(0.0836)(0.1248)^2}{0.010}=0.41\ \text{eV}=15.9\,k_BT,$$

with a radius of 1.04 nm and 41 atoms. For a cap at 100 mV,

$$\Delta G^*=\frac{16\pi(3.121)^3(0.0171)^2(0.0581)}{3(0.100)^2}=0.87\ \text{eV}=33.7\,k_BT,$$

with a radius of 1.07 nm and 17 atoms. Its height, $R^*(1-\cos\theta)=0.31$ nm, is only 1.5 atomic layers, and between 80 and 120 mV it falls from 1.9 to 1.3 layers. With $\Delta=\gamma(1-\cos\theta)$, the pill model would change from two layers to one at 115 mV, inside this range. Its barrier there is 2.8 eV against 0.65 eV for the cap, so this marks the thickness scale only and does not locate a change of law for the cap. The cap numbers therefore illustrate the formula; they do not describe a realistic silver nucleus.

| Nucleus, range | Misfit in $1/\eta$ | Misfit in $1/\eta^2$ |
|---|---:|---:|
| Disc, 7–14 mV | 0.02 | 0.39 |
| Cap, 80–120 mV | 0.51 | 0.04 |

The misfits are root-mean-square deviations of $\ln J$ from the best line. The right axis wins clearly for noise-free rates. Scatter of 0.4 to 0.5 in $\ln J$, a factor of about 1.5 in rate, is as large as the misfit of the wrong law, so a few noisy points over such short ranges may not decide.

The fitted disc slope is 166 mV, against 159 mV from the barrier alone. At 10 mV the two extra terms are 5 and 1.9 mV, which accounts for the difference. Ignoring them gives $\varepsilon=2.04\times10^{-11}$ J/m, 2 % above the input. The cap slope is 0.346 V² against 0.337 V².

**Real electrodes**

Overpotentials of roughly 10 mV for discs on nearly perfect silver faces, and of tens of millivolts or more on inert foreign electrodes, are the regime intended here. The 45° angle is an effective value for active sites, not a property of a named substrate. At 90°, $f=0.5$ and the cap barrier at 100 mV would be 8.6 times higher, about 7 eV, which would suppress nucleation altogether.

The value $\gamma=0.5$ J/m² is likewise illustrative, and it enters as a cube: at 1.0 J/m² and the same angle, the cap barrier at 100 mV would be 6.9 eV. Nor are the silver inputs linked by the pill relation $\varepsilon=h\gamma$, which would give $1.0\times10^{-10}$ J/m, five times the edge energy used for the discs. Treat $\varepsilon$ and $\gamma$ here as separate effective inputs, and do not derive one from the other.

With the rough inputs used below, the change of surface energy with nucleus size is the largest correction for caps. Suppose $\gamma$ is reduced to $\gamma(1-2\delta/R)$ with a rough $\delta=0.05$ nm and the angle held fixed. The barrier at 100 mV falls by 27 %, and its average power of $\eta$ between 80 and 120 mV changes from $-2$ to $-2.36$. To first order the barrier loses $8\pi f\gamma\delta R^*$, which scales as $1/\eta$. Over 80–120 mV the plot against $1/\eta^2$ stays nearly straight (misfit 0.03 instead of 0.04), but its fitted slope falls from 0.346 to 0.300 V², so a straight plot does not show that $\gamma^3f$ has been read correctly. For a disc with $\varepsilon(1-\delta/R)$, the rim cost becomes $2\pi\varepsilon(R-\delta)$. The barrier drops by the constant $2\pi\varepsilon\delta=0.039$ eV: the rate rises, but the slope in $1/\eta$ is unchanged.

The other effects estimated here change the rate less. When $\eta$ changes by $\delta\eta$, a surface charge density $\sigma$ changes $\gamma$ by an amount of size $\sigma\,\delta\eta$, and the edge energy of a step of height $h$ by about $\sigma h\,\delta\eta$. Since the barriers contain $\varepsilon^2$ and, at fixed angle, $\gamma^3$, their relative changes are $2\sigma h\,\delta\eta/\varepsilon$ and $3\sigma\,\delta\eta/\gamma$. For a rough $\sigma=0.1$ C/m² and $h=0.2045$ nm this is 1.4 % across the disc range and 2.4 % across the cap range; on the same footing, the size effect above changes the cap barrier by 14 % between 80 and 120 mV. Silver near its deposition potential lies well positive of its point of zero charge, so $\sigma$ may be several times larger. At 0.5 C/m² the changes are 7 % and 12 %, and for caps the charge effect is then comparable with the size effect. If the number of active sites doubled between 80 and 120 mV, $\ln J$ would gain 0.7 on top of a change of 30. Depletion of silver ions by 1 % removes 0.26 mV. That is 2.6 % of a 10 mV overpotential and lowers the disc rate by about a third.

**What to do**

- Use $1/\eta$ for monolayers on their own metal and $1/\eta^2$ for nuclei several layers thick on a foreign substrate. For a foreign monolayer, include the shift $s\Delta$.
- Before fitting, subtract $\beta ze\eta/k_BT$ from $\ln J$, and for discs on their own metal also $\tfrac12\ln\eta$. For a foreign monolayer, the second term is $\tfrac12\ln(\varphi-s\Delta)$ instead. If decimal logarithms are plotted, multiply the slope by 2.303.
- Read $\varepsilon$ from a disc slope if the outline is round. For a square outline the barrier is $4s\varepsilon^2/\varphi$, and the disc formula would give $\varepsilon$ 13 % too high. A cap slope gives the product $\gamma^3f$; separating the two needs an independent contact angle.
- Check the nucleus size. At the maximum $\partial\Delta G/\partial n=0$, so $d\Delta G^*/d\varphi=-N^*$, and for caps $(k_BT/ze)\,d\ln J/d\eta=N^*+\beta$. Between 95 and 105 mV, $\ln J$ rises by 6.96, which gives 17.9; the model has $17.3+0.5$.
- If a cap is only a layer or two high, distrust the $1/\eta^2$ law. Thicker critical caps are costly: with height $H=R^*(1-q)$ the barrier is $\pi\gamma(2+q)H^2/3$. For $\gamma=0.5$ J/m² and three layers this is 3.3 eV at 45°, and a cap of three layers and 20 atoms costs at least about 2.3 eV, some $90\,k_BT$. For these silver inputs, caps thick enough to justify the law nucleate at a negligible rate at room temperature, so a measured $1/\eta^2$ slope gives only an effective $\gamma^3f$. If the size found is only a few atoms, distrust both laws. When $N^*$ stays at one integer over a range of $\eta$, the barrier is a constant minus $N^*ze\eta$, and $\ln J$ becomes nearly linear in $\eta$ itself.

The full table of radii, barriers and rates is in the numerical output below.

## Computed results

```
temperature 298.15 K, kT = 25.69 meV
lattice constant 0.409 nm, layer height 0.2045 nm
area per atom s = 0.0836 nm^2
volume per atom v = 0.01710 nm^3
edge energy 2.0e-11 J/m = 0.1248 eV/nm
surface energy 0.50 J/m^2 = 3.121 eV/nm^2
contact angle 45 deg, f = 0.0581
angle found by minimizing cost: 45.00 deg
b disc 0.1280 eV, b cap 0.3879 eV, beta 0.5
DISC: eta/mV  R*/nm  N*  barrier/eV  barrier/kT  ln(J/kN0)
   7.0  1.492   83.6  0.5849  22.77  -24.55
   8.0  1.305   64.0  0.5118  19.92  -21.61
   9.0  1.160   50.5  0.4549  17.71  -19.32
  10.0  1.044   40.9  0.4095  15.94  -17.48
  11.0  0.949   33.8  0.3722  14.49  -15.96
  12.0  0.870   28.4  0.3412  13.28  -14.69
  13.0  0.803   24.2  0.3150  12.26  -13.61
  14.0  0.746   20.9  0.2925  11.38  -12.68
CAP: eta/mV  R*/nm  N*  barrier/eV  barrier/kT  ln(J/kN0)
  80.0  1.334   33.8  1.3515  52.60  -51.36
  85.0  1.256   28.2  1.1972  46.60  -45.26
  90.0  1.186   23.7  1.0679  41.56  -40.13
  95.0  1.124   20.2  0.9584  37.30  -35.77
 100.0  1.068   17.3  0.8650  33.67  -32.04
 105.0  1.017   14.9  0.7846  30.54  -28.81
 110.0  0.971   13.0  0.7149  27.82  -26.00
 115.0  0.928   11.4  0.6541  25.46  -23.54
 120.0  0.890   10.0  0.6007  23.38  -21.36
rate formula vs chain, largest error: disc 0.002 %
rate formula vs chain, largest error: cap 0.624 %
disc slope in 1/eta: formula 159.4 mV, fit 166.1 mV
cap slope in 1/eta^2: formula 0.3367 V^2, fit 0.3455 V^2
slope bias: disc 4.2 %, cap 2.6 %
edge energy read back from disc slope: 2.042e-11 J/m
disc rms misfit of ln J: 1/eta 0.0200, 1/eta^2 0.3919
cap rms misfit of ln J: 1/eta 0.5063, 1/eta^2 0.0427
pill: side energy 0.5 J/m^2, Delta 0.2 J/m^2 if height free
pill barrier power of phi, fixed height, Delta=0: -1.000
pill barrier power of phi, free height: -2.000
free pill at 40 meV: height 1.068 nm, barrier 27.935 eV
free pill at 80 meV: height 0.534 nm, barrier 6.984 eV
NEGLECTED: surface charge 0.1 C/m^2 over each eta window
  barrier change: disc 1.4 %, cap 2.4 %
curvature length 0.05 nm: disc barrier drop at 7 and 14 mV: 0.0392, 0.0392 eV
  cap barrier drop at 100 mV: 27.4 %
  cap barrier power of eta, 80 to 120 mV: -2.36
ion depletion of 1 % lowers eta by 0.258 mV
```
